# Weak disorder and the localization length of interacting spinless fermions, part 2

Spinless fermions in one dimension, with density $n$, $k_F=\pi n$ and short-range interactions, move at zero temperature in a weak random potential $V(x)$. We ask how its strength changes at longer lengths. Until the numerical example, $\hbar=1$.

The field $\phi$ measures displacement: the slow density change is $\delta\rho=-\partial_x\phi/\pi$, the current is $j=\partial_t\phi/\pi$, and the density near $2k_F$ varies as $e^{i(2k_Fx-2\phi)}$ plus its conjugate. In imaginary time $\tau$ the clean action is

$$S_0=\frac{1}{2\pi K}\int dx\,d\tau\left[\frac{(\partial_\tau\phi)^2}{u}+u(\partial_x\phi)^2\right],$$

with sound velocity $u$ and Luttinger parameter $K$ ($K=1$ for free fermions, $K<1$ for repulsion). With chemical potential $\mu$, $u/K=(\partial\mu/\partial n)/\pi$. For mass $m$ and Galilean invariance, $uK=\pi n/m=v$, the bare Fermi velocity.

The potential is Gaussian with zero mean and $\overline{V(x)V(x')}=C(x-x')$. Backscattering comes from $\zeta(x)=V(x)e^{2ik_Fx}$, restricted to slow variation, with variance

$$D_b=\int dx\,C(x)e^{2ik_Fx}.$$

The average $\overline{\zeta(x)\zeta(x')}$ vanishes over distance, except at half filling on a lattice. The dimensionless strength is $D=D_b\alpha/(2u^2)$, where $\alpha$ is a short-distance cutoff of order $1/k_F$.

Each step averages over a thin shell of short wavelengths, where $\phi$ has variance $(K/2)\,dl$, then rescales $x$ and $\tau$ by $e^{dl}$. Lengths grow as $\alpha e^l$. To leading order in weak disorder,

$$\frac{dD}{dl}=(3-2K)D,\qquad\frac{dK}{dl}=-CK^2D,\qquad C>0,$$

with $u/K$ fixed. The constant $C=2jK/\pi$, where here $j$ is a number with $0<j\le4$, depends on the cutoff scheme. On a segment of length $\ell$, $D$ measures the squared backscattering matrix element over the squared excitation energy, which grows as $\ell^{3-2K}$.

Holding $K<3/2$ fixed, starting from $D_0$ and choosing $D(l^*)=1$ gives $l^*=\ln(1/D_0)/(3-2K)$ and

$$\xi=\alpha e^{l^*}=\alpha\,D_0^{-1/(3-2K)}.$$

This is where the weak-disorder approximation breaks down. Why call it a localization length?

**A.** The flow alone does not prove localization. The identification assumes that, for $K<3/2$, growing disorder leads to the same kind of localized state as at $K=1$, with no other phase in between. Two limits support the scaling.

In the classical limit $K\to0$ at fixed $u/K$, fluctuations vanish. Bending $\phi$ by order one over a length $\ell$ costs about $(u/K)/\ell$. The random energy gained is about $\sqrt{D_b\ell}/\alpha$, a sum of random contributions. They balance at $\ell^{3/2}\sim(u/K)\alpha/\sqrt{D_b}$, so $\ell\propto D_b^{-1/3}$, the power the formula gives as $K\to0$. Only the power agrees: with the stopping value $D=1$, the formula's length is smaller than this one by a factor of order $K^{2/3}$, so its prefactor should not be used at very small $K$.

At $K=1$ we can calculate the length without bosonization. For a free fermion on length $L$, the mean squared matrix element from $k_F$ to $-k_F$ is $D_bL/L^2$. The density of final states moving left is $L/(2\pi v)$. The golden rule gives the rate $2\pi(D_b/L)L/(2\pi v)=D_b/v$, hence a reflection probability $D_b/v^2$ per length.

**Q.** Reflection from a short piece isn't localization. Many pieces interfere.

**A.** For two pieces with reflection amplitudes $r_1,r_2$, multiple reflection gives the total transmission

$$T=\frac{T_1T_2}{|1-r_1r_2e^{i\theta}|^2}.$$

If the phase $\theta$ is uniformly distributed, the average of $\ln|1-ze^{i\theta}|^2$ is zero for $|z|<1$, because $\ln(1-ze^{i\theta})$ expands in powers of $e^{i\theta}$ with no constant term. Thus $\overline{\ln T}$ adds, and $\overline{\ln T}=-LD_b/v^2$ for weak pieces. I define $\xi$ by an amplitude decay $e^{-x/\xi}$, so $\ln T\simeq-2L/\xi$ and

$$\xi=\frac{2v^2}{D_b}\qquad(K=1).$$

The flow formula at $K=1$ reads $\alpha/D_0=2v^2/D_b$. This is why I put $1/2$ in $D$. The cutoff cancels, as it should for free fermions. For other values of $K$ the stopping value $D=1$ remains a choice, and the prefactor is at best an order-of-magnitude estimate, for $K$ not far from one.

**Q.** Is the random phase safe?

**A.** It is an assumption for weak disorder at a generic energy. Here is a direct calculation. Take a chain with $\psi_{j+1}=(E-\epsilon_j)\psi_j-\psi_{j-1}$, energy $E=2\cos k$, $k=1.1$, unit lattice spacing and independent Gaussian site energies of standard deviation $\sigma$. Then $v=2\sin k$ in magnitude and $D_b=\sigma^2$. Iterating the recursion over 3000 sites in 4000 samples gives the mean growth rate of $\ln|\psi|$, whose inverse is $\xi$. At $\sigma=0.15$ it is 282 sites, and the formula also gives 282; with a finite number of samples, agreement to the last digit is accidental. At $\sigma=0.30$ the iteration gives 71 sites. Doubling the amplitude divides the length by four, the power one in $1/D_b$ expected at $K=1$.

**Q.** That says nothing about interactions. Can $3-2K$ be seen in an interacting system?

**A.** Yes, in the quantity behind the flow: the squared matrix element of the random potential over the squared gap. Take a half-filled ring of $L$ sites with

$$H=\sum_j\left[-\tfrac12(b_j^\dagger b_{j+1}+\text{h.c.})+\Delta(n_j-\tfrac12)(n_{j+1}-\tfrac12)\right].$$

The $b_j$ are hard-core particles. In one dimension their order can change only across the ring's closing bond, so they are equivalent to spinless fermions with a suitable boundary sign.

Half filling permits a term $\cos4\phi$. Its shell factor is $e^{-16(K/2)dl/2}=e^{-4K\,dl}$, against two integrals, so it scales with power $2-4K$ and fades for $K>1/2$. The special correlations of $\zeta$ at half filling do not matter here, since I examine one clean matrix element rather than the full disordered state.

**Q.** You need $K$ from somewhere other than the exponent.

**A.** I take it from ground-state energies. A phase twist $\vartheta$ around the ring acts as a vector potential $A=\vartheta/L$ coupled to $j=\partial_t\phi/\pi$. With $\Pi$ the momentum conjugate to $\phi$, the kinetic energy per length is $\frac12\pi Ku(\Pi-A/\pi)^2$. In the state with zero uniform $\Pi$ the energy rises by

$$\delta E=\frac{uK\vartheta^2}{2\pi L}.$$

Adding one particle changes the density by $1/L$. The stiffness costs $\pi u/(2KL)$, and the same for removal, so

$$\Delta_2=E(N_p+1)+E(N_p-1)-2E(N_p)=\frac{\pi u}{KL}$$

for $N_p$ particles. Dividing the two results removes $u$ and gives $K^2=2\pi^2\delta E/(\vartheta^2\Delta_2)$.

I used exact diagonalization, with $L=14$ and $\vartheta=0.5$ for $K$. For the disorder I took the lowest excited state reached by the staggered density, at $L=12,14,16$. The logarithmic slopes between neighbouring sizes were extrapolated linearly in $1/L^2$.

| $\Delta$ | $K$ | power found | $3-2K$ |
|---:|---:|---:|---:|
| 0.50 | 0.754 | 1.45 | 1.49 |
| 0.25 | 0.864 | 1.25 | 1.27 |
| 0.00 | 1.002 | 1.00 | 1.00 |
| −0.25 | 1.194 | 0.63 | 0.61 |
| −0.50 | 1.502 | 0.02 | 0.00 |

The power follows $3-2K$ to within 0.04 on these small rings, and nearly vanishes at $K\simeq3/2$. For $K<1$ the $\cos4\phi$ term leaves corrections that fade as $L^{2-4K}$, more slowly than the $1/L^2$ used in the extrapolation. With that slower power, the value at $\Delta=0.50$ becomes 1.47 instead of 1.45.

**Q.** Back to the flow. You derived that $K$ decreases, then held it fixed. Doesn't that spoil the exponent?

**A.** Not in the limit $D_0\to0$ at a given bare value $K_0<3/2$. Use $D$ instead of $l$ as the variable:

$$\frac{dK}{dD}=-\frac{CK^2}{3-2K}.$$

Because $K$ decreases, $K\le K_0$ and $3-2K\ge3-2K_0$. For constant $C$ this gives $K_0-K\le CK_0^2D/(3-2K_0)$. While disorder is weak, $K$ has barely moved. The stopping scale is

$$l^*=\int_{D_0}^{1}\frac{dD}{D(3-2K)}.$$

Compare its integrand with the fixed-$K$ one:

$$\frac{1}{3-2K_0}-\frac{1}{3-2K}=\frac{2(K_0-K)}{(3-2K_0)(3-2K)}\le\frac{2CK_0^2D}{(3-2K_0)^3}.$$

The factor $D$ cancels $1/D$ in the integral, so the reduction of $l^*$ stays below $2CK_0^2/(3-2K_0)^3$ however small $D_0$ is. The term $\ln(1/D_0)/(3-2K_0)$ grows without limit. Hence running $K$ changes the prefactor of $\xi$, not its asymptotic power.

**Q.** Your bound becomes useless as $K_0$ approaches $3/2$.

**A.** So does the fixed-$K$ law. Let $y=3-2K$. Near $K=3/2$, $dy/dl=2CK^2D\simeq\frac92CD$ and $dD/dl=yD$. Then $d(y^2)/dl=9C\,yD=9C\,dD/dl$, so $y^2-9CD$ is constant. Fixed $K$ is adequate in the initial stage only if $9CD_0\ll y_0^2$.

At $y_0=0$ we have $y=3\sqrt{C(D-D_0)}$. Substituting $D=D_0(1+t^2)$ and extending the upper limit to infinity for small $D_0$,

$$l^*\simeq\frac{1}{3\sqrt C}\int_{D_0}^{\infty}\frac{dD}{D\sqrt{D-D_0}}=\frac{1}{3\sqrt{CD_0}}\int_0^\infty\frac{2\,dt}{1+t^2}=\frac{\pi}{3\sqrt{CD_0}}.$$

The length is then exponential in $D_0^{-1/2}$, not a power. For $y_0<0$ and $y_0^2>9CD_0$, $D$ flows to zero and this weak-disorder theory predicts no localization.

Away from that border the power is robust. I integrated the joint flow numerically from $D_0=10^{-6}$ and $10^{-8}$ to $D=1$, with $C=2$. The change in $l^*$ per unit change in $\ln(1/D_0)$ was 0.7143 for $K_0=0.8$, equal to $1/1.4$ at this precision, and 4.998 for $K_0=1.4$, against 5.

**Q.** Give me a length for an actual kind of wire.

**A.** Consider an InSb nanowire in a magnetic field along its axis, strong enough to leave one spin species. Its rough parameters are mass $0.014\,m_e$, density 12 per µm, radius $R=25$ nm, a gate at distance $d=100$ nm, $g$-factor 40, field 3 T and temperature 0.05 K. The potential has a Gaussian correlation, $C(x)=V_{\rm rms}^2e^{-x^2/(2\ell_c^2)}$, with $V_{\rm rms}=1$ meV and $\ell_c=10$ nm.

With $\hbar$ restored, $k_F=\pi n=0.0377$ nm$^{-1}$, the Fermi energy is 3.87 meV and $\hbar v=205.2$ meV nm. I take $\alpha=1/k_F=26.53$ nm and $K=0.8$, so $\hbar u=\hbar v/K=256.5$ meV nm.

**Q.** Why $K=0.8$?

**A.** An estimate supports it for a wire embedded in material of similar permittivity. In the Hartree–Fock approximation, with interaction Fourier component $V(q)$,

$$\mu=\frac{\hbar^2k_F^2}{2m}+nV(0)-\int_0^{2k_F}\frac{dq}{2\pi}V(q).$$

Since $dk_F/dn=\pi$, differentiation gives $\partial\mu/\partial n=\pi\hbar v+V(0)-V(2k_F)$. Combining $u/K=(\partial\mu/\partial n)/(\pi\hbar)$ with $uK=v$,

$$K=\left[1+\frac{V(0)-V(2k_F)}{\pi\hbar v}\right]^{-1/2}.$$

For the interaction I use $e^2/(4\pi\varepsilon_0\varepsilon_r)$ times $1/\sqrt{x^2+R^2}-1/\sqrt{x^2+4d^2}$, with $\varepsilon_r$ near 17 (16.8 in the calculation). The second term is the image charge in the gate. Its Fourier integrals are $V(0)=356.5$ and $V(2k_F)=22.5$ meV nm, giving $K=(1+334.0/644.7)^{-1/2}=0.81$. The softening by $R$ is only a stand-in for the transverse profile: averaging the Coulomb interaction over the lowest hard-wall mode gives $V(0)\approx470$ and $V(2k_F)\approx88$ meV nm and $K\approx0.79$, so the second digit is not fixed. This assumes that the permittivity of the semiconductor fills the space out to the gate. A weaker dielectric outside the wire screens less and lowers $K$: solving Poisson's equation with a step in permittivity at the wire surface gives about 0.5 for an outside value of 3.9, and about 0.3 for vacuum. The value 0.8 therefore does not describe a bare wire on oxide or in vacuum.

**Q.** And the disorder?

**A.** The Fourier integral of the correlation is

$$D_b=V_{\rm rms}^2\ell_c\sqrt{2\pi}\,e^{-2k_F^2\ell_c^2}=18.86\ \text{meV}^2\,\text{nm}.$$

Therefore

$$D_0=\frac{18.86\times26.53}{2\times256.5^2}=0.0038,\qquad l^*=\frac{\ln(1/0.0038)}{1.4}=3.98,$$

and $\xi=26.53\,e^{3.98}$ nm, about 1.4 µm. Keeping the wire and its potential fixed while setting $K=1$ gives 4.5 µm; $K=0.7$ gives 1.0 µm. Halving $V_{\rm rms}$ at $K=0.8$ lengthens $\xi$ by $4^{1/1.4}=2.7$.

**Q.** How much of that 1.4 µm should I believe?

**A.** The order of magnitude, within this model. Doubling $\alpha$ at fixed $D_b$ multiplies $\xi$ by 1.22. Letting $K$ run in the two flow equations above multiplies it by 0.84 for $C=0.5$ and 0.66 for $C=2$, a value of $C$ near the upper limit $8K/\pi=2.04$ of the shell calculation. Since $u/K$ is fixed, $u$ falls too. Including this in $D$ adds $2CKD^2$ to $dD/dl$ and changes the factors to 0.67 and 0.40. Other terms of order $D^2$ have not been calculated, so these factors only indicate how uncertain the prefactor is. Also, the image charge cuts off the Coulomb interaction only beyond about $2d=200$ nm, and half of the logarithmic range from $\alpha$ to $\xi$ lies below that length, where a constant $K$ is doubtful. Replacing $V(0)$ by $V(q)$ with $q=e^{-l}/\alpha$ in the estimate of $K$ gives 0.96 at $\alpha$, 0.86 at 100 nm and 0.83 at 200 nm; as a rough estimate, this lengthens $\xi$ by a factor of about 1.3.

Rashba spin–orbit coupling, with rough strength $\alpha_R=50$ meV nm, tilts the spins at $\pm k_F$ in opposite directions. The tilt obeys $\tan\theta=2\alpha_Rk_F/E_Z=0.54$, where the Zeeman splitting is $E_Z=6.95$ meV. The squared spin overlap, $\cos^2\theta=0.77$, reduces $D_b$ and by itself would multiply $\xi$ by 1.20. At fixed density the same coupling also lowers $\hbar v$ from 205 to about 181 meV nm, which multiplies $\xi$ by 0.84 if $K$ is held at 0.8. The two effects nearly cancel here.

**Q.** Would a real wire satisfy the other assumptions?

**A.** The chosen density is low, so that the Fermi energy lies below the Zeeman splitting; a denser wire would hold both spins and need another theory. For a hard-wall cylinder the next subband is 38.7 meV higher, less an orbital lowering of 12.4 meV linear in the field, so it stays empty. Confinement plus Fermi energy is 12% of the band gap, roughly 0.24 eV, so the band is not quite parabolic. In a two-band model, $E(1+E/E_g)=\hbar^2k^2/(2m)$ with gap $E_g$ and $k$ including the confinement, the velocity at $k_F$ is about 18% lower, which multiplies $\xi$ by 0.75 if $K$ is held at 0.8. The thermal length $\hbar u/(k_BT)$ is 60 µm at 0.05 K and falls to $\xi$ near 2.1 K, above which this zero-temperature length loses its direct meaning.

The weak potential is an assumption too. Here the free-fermion backscattering length $(\hbar v)^2/D_b$ is 2.2 µm; a more disordered wire has a shorter one. Ten times larger $D_b$, with all else fixed, would divide $\xi$ by $10^{1/1.4}=5.2$, to about 0.27 µm. At the same $\ell_c$ this requires $V_{\rm rms}=\sqrt{10}$ meV, about 3.2 meV, which is close to the Fermi energy, so the weakness of the potential can then no longer be taken for granted. A segment much shorter than $\xi$ would not reveal localization in this model, whatever the fate of the infinite wire.
